# Three-Pulse Echo Modulation: Blind Times and the Many-Nucleus Product Rule

Two decisions in a three-pulse echo calculation depend on the result derived here. The first is the choice of the fixed delay \(\tau\): at certain values a nuclear line disappears from the spectrum although the nucleus is coupled to the electron. The second is how to combine several nuclei: the single-nucleus signals may not simply be multiplied. Each electron spin manifold has its own product over nuclei, and the two products are then averaged.

## The two nuclear precessions

Consider an electron spin \(S=1/2\) coupled to \(N\) nuclei of spin \(1/2\). In the frame rotating at the microwave frequency, with \(\hbar=1\) and all frequencies angular unless written as \(\nu=\omega/2\pi\),

\[
H=\Omega S_z+\sum_{i=1}^{N}\left(\omega_{I,i}I_{iz}+A_iS_zI_{iz}+B_iS_zI_{ix}\right). \tag{1}
\]

Here \(\Omega\) is the electron offset, \(\omega_I\) the signed coefficient of the nuclear Zeeman term, and \(A\) and \(B\) the secular and pseudosecular hyperfine couplings. Terms in \(S_x\) and \(S_y\) are dropped because the electron Zeeman energy is taken to be much larger than the hyperfine energy. The \(x\) axis of each nucleus is chosen to remove an \(S_zI_y\) term. Couplings between nuclei are neglected.

Since \(S_z\) commutes with \(H\), the nuclei evolve separately in the manifolds \(\alpha\) (\(m_S=+1/2\)) and \(\beta\) (\(m_S=-1/2\)). For one nucleus, setting \(S_z=\pm1/2\) gives

\[
h_{\alpha,\beta}=\left(\omega_I\pm\tfrac A2\right)I_z\pm\tfrac B2I_x, \tag{2}
\]

with the upper sign for \(\alpha\). Each is a precession about a fixed field vector, at the frequency given by its length:

\[
\omega_{\alpha,\beta}=\sqrt{\left(\omega_I\pm\tfrac A2\right)^2+\tfrac{B^2}{4}}. \tag{3}
\]

Let \(\theta\) be the angle between the two vectors. Both lie in the \(xz\) plane, so their cross product has only a \(y\) component:

\[
-\left(\omega_I+\tfrac A2\right)\tfrac B2-\tfrac B2\left(\omega_I-\tfrac A2\right)=-B\omega_I .
\]

Its magnitude is \(\omega_\alpha\omega_\beta|\sin\theta|\). The modulation depth parameter is therefore

\[
k\equiv\sin^2\theta=\left(\frac{B\omega_I}{\omega_\alpha\omega_\beta}\right)^2. \tag{4}
\]

For nonzero \(\omega_\alpha\) and \(\omega_\beta\), \(k\) vanishes if \(B=0\) or if \(\omega_I=0\). In both cases the two axes are collinear. Modulation needs a change of precession axis when the electron flips, not merely a change of frequency.

## Following the stimulated echo

The sequence is \(\pi/2\)–\(\tau\)–\(\pi/2\)–\(T\)–\(\pi/2\)–\(\tau\)–echo. All pulses are about \(x\), and are taken as instantaneous and nonselective. In the electron basis \((\alpha,\beta)\), each pulse is

\[
P=e^{-i\pi S_x/2}=\frac1{\sqrt2}\begin{pmatrix}1&-i\\-i&1\end{pmatrix}.
\]

Writing out \(P\rho P^\dagger\) in blocks that are still operators on the nuclei gives

\[
\begin{aligned}
\rho'_{\alpha\alpha}&=\tfrac12(\rho_{\alpha\alpha}+\rho_{\beta\beta}+i\rho_{\alpha\beta}-i\rho_{\beta\alpha}),\\
\rho'_{\beta\beta}&=\tfrac12(\rho_{\alpha\alpha}+\rho_{\beta\beta}-i\rho_{\alpha\beta}+i\rho_{\beta\alpha}),\\
\rho'_{\beta\alpha}&=\tfrac12(\rho_{\beta\alpha}+\rho_{\alpha\beta}-i\rho_{\alpha\alpha}+i\rho_{\beta\beta}).
\end{aligned}\tag{5}
\]

The nuclei start unpolarised. The relevant part of the density matrix is then \(S_z\) times the nuclear identity; its constant prefactor, including the sign of the thermal polarisation, cancels on normalisation. The first pulse turns \(S_z\) into \(-S_y\), whose \(\alpha\beta\) element is \(i/2\). With \(U_{\alpha,\beta}=e^{-ih_{\alpha,\beta}\tau}\), evolution for \(\tau\) gives

\[
\rho_{\alpha\beta}=\tfrac i2G,\qquad \rho_{\beta\alpha}=-\tfrac i2G^\dagger,\qquad G=e^{-i\Omega\tau}U_\alpha U_\beta^\dagger. \tag{6}
\]

The diagonal blocks are zero at this point. Inserting (6) into the first two lines of (5), and using \(i\cdot i/2=-1/2\) and \(-i\cdot(-i/2)=-1/2\), gives after the second pulse

\[
\rho_{\alpha\alpha}=-\tfrac14(G+G^\dagger),\qquad
\rho_{\beta\beta}=+\tfrac14(G+G^\dagger). \tag{7}
\]

The phase accumulated during \(\tau\) is now stored as electron polarisation correlated with nuclear operators. During \(T\) these blocks do not acquire any offset phase. They evolve with \(W_{\alpha,\beta}=e^{-ih_{\alpha,\beta}T}\), each within its own manifold.

The third pulse converts them into coherence. Inserting the evolved blocks into the last line of (5), the factors \(-i\cdot(-1/4)\) and \(i\cdot(1/4)\) have the same sign, so the two manifolds add:

\[
\rho_{\beta\alpha}=\frac i8\left[W_\alpha(G+G^\dagger)W_\alpha^\dagger+W_\beta(G+G^\dagger)W_\beta^\dagger\right]. \tag{8}
\]

During the final \(\tau\) this block is multiplied by \(e^{+i\Omega\tau}\), by \(U_\beta\) on the left and by \(U_\alpha^\dagger\) on the right. The \(G\) term loses its offset phase, since \(e^{-i\Omega\tau}e^{+i\Omega\tau}=1\). The \(G^\dagger\) term carries \(e^{2i\Omega\tau}\) and averages to zero over a broad distribution of offsets.

Electron coherence that survived the second pulse, omitted from (8), has total phase \(\Omega(\pm\tau\pm T+\tau)\). It also averages away, except near \(T=0\) and \(T=2\tau\), where this phase can vanish and other echoes cross the signal. These crossings are excluded below, unless phase cycling has removed the other echoes. The list holds for exact \(\pi/2\) pulses. If the flip angles differ from \(\pi/2\), some \(S_z\) survives the first pulse, and the echo formed by the second and third pulses also crosses the signal, at \(T=\tau\). Elsewhere, the offset width multiplied by each of \(2\tau\), \(T\) and \(|T-2\tau|\) must be large.

Let \(\operatorname{tr}\) be the nuclear trace divided by the dimension of the nuclear space, so that \(\operatorname{tr}1=1\). At the echo

\[
\operatorname{tr}\rho_{\beta\alpha}=\frac i8\left(V^\alpha+V^\beta\right), \tag{9}
\]

where

\[
\begin{aligned}
V^\alpha&=\operatorname{tr}\left[U_\beta W_\alpha U_\alpha U_\beta^\dagger W_\alpha^\dagger U_\alpha^\dagger\right],\\
V^\beta&=\operatorname{tr}\left[U_\beta W_\beta U_\alpha U_\beta^\dagger W_\beta^\dagger U_\alpha^\dagger\right].
\end{aligned}
\]

Propagators of the same manifold commute and combine into \(R_{\alpha,\beta}=e^{-ih_{\alpha,\beta}(T+\tau)}\). In the first line, \(W_\alpha U_\alpha=R_\alpha\) and \(W_\alpha^\dagger U_\alpha^\dagger=R_\alpha^\dagger\). In the second, \(U_\beta W_\beta=R_\beta\) and \(U_\beta^\dagger W_\beta^\dagger=R_\beta^\dagger\). Hence

\[
V^\alpha=\operatorname{tr}\left[U_\beta R_\alpha U_\beta^\dagger R_\alpha^\dagger\right],\qquad
V^\beta=\operatorname{tr}\left[R_\beta U_\alpha R_\beta^\dagger U_\alpha^\dagger\right]. \tag{10}
\]

These traces are real, as the next section shows. Since the \(\beta\alpha\) element of \(S_y\) is \(i/2\), equation (9) describes electron magnetisation \(\frac14(V^\alpha+V^\beta)S_y\). Without hyperfine coupling this is \(\frac12S_y\): half of the initial magnetisation is refocused. Dividing by that unmodulated value defines

\[
V(\tau,T)=\tfrac12\left(V^\alpha+V^\beta\right). \tag{11}
\]

## One nucleus: a trace of two rotations

For one nucleus, \(R_\alpha\) is a rotation through \(a=\omega_\alpha(T+\tau)\) about the unit vector \(\mathbf n_\alpha\), and \(U_\beta\) is a rotation through \(b=\omega_\beta\tau\) about \(\mathbf n_\beta\). The product \(U_\beta R_\alpha U_\beta^\dagger\) is again a rotation through \(a\), but about the axis \(\mathbf n'\) obtained by turning \(\mathbf n_\alpha\) through \(b\) about \(\mathbf n_\beta\). With Pauli matrices \(\boldsymbol\sigma\),

\[
\begin{aligned}
U_\beta R_\alpha U_\beta^\dagger&=\cos\tfrac a2-i\,\boldsymbol\sigma\cdot\mathbf n'\sin\tfrac a2,\\
R_\alpha^\dagger&=\cos\tfrac a2+i\,\boldsymbol\sigma\cdot\mathbf n_\alpha\sin\tfrac a2 .
\end{aligned}
\]

In the trace of their product, terms with a single Pauli matrix vanish. The remaining product has \((-i)(+i)=1\) and \(\frac12\mathrm{Tr}[(\boldsymbol\sigma\cdot\mathbf n')(\boldsymbol\sigma\cdot\mathbf n_\alpha)]=\mathbf n'\cdot\mathbf n_\alpha\), so

\[
V^\alpha=\cos^2\tfrac a2+(\mathbf n'\cdot\mathbf n_\alpha)\sin^2\tfrac a2. \tag{12}
\]

To find the scalar product, split \(\mathbf n_\alpha\) into a part of length \(|\cos\theta|\) along \(\mathbf n_\beta\), which does not turn, and a perpendicular part of length \(|\sin\theta|\), which turns through \(b\):

\[
\mathbf n'\cdot\mathbf n_\alpha=\cos^2\theta+\sin^2\theta\cos b=1-k(1-\cos b). \tag{13}
\]

Substituting (13) into (12) and using \(\sin^2(a/2)=(1-\cos a)/2\) gives

\[
V^\alpha=1-\frac k2(1-\cos\omega_\beta\tau)\left[1-\cos\omega_\alpha(T+\tau)\right]. \tag{14}
\]

The second trace in (10) has the same structure with the manifold labels exchanged:

\[
V^\beta=1-\frac k2(1-\cos\omega_\alpha\tau)\left[1-\cos\omega_\beta(T+\tau)\right]. \tag{15}
\]

The superscript names the manifold occupied during \(T\). Its frequency appears with the total time \(T+\tau\), while the frequency of the other manifold appears with \(\tau\) alone.

## How one frequency suppresses the other

Let \(T\) vary at fixed \(\tau\). Inserting (14) and (15) into (11) and separating the constant terms gives

\[
\begin{aligned}
V={}&1-\frac k4(2-\cos\omega_\alpha\tau-\cos\omega_\beta\tau)\\
&+\frac k4(1-\cos\omega_\beta\tau)\cos\omega_\alpha(T+\tau)\\
&+\frac k4(1-\cos\omega_\alpha\tau)\cos\omega_\beta(T+\tau).
\end{aligned}\tag{16}
\]

The line at \(\omega_\alpha\) has an amplitude controlled by \(\omega_\beta\), and conversely. For \(k\neq0\), the blind times are

\[
\begin{aligned}
\omega_\alpha\text{ line absent:}&\quad \tau=2\pi n/\omega_\beta,\\
\omega_\beta\text{ line absent:}&\quad \tau=2\pi n/\omega_\alpha,
\end{aligned}
\qquad n=1,2,\ldots \tag{17}
\]

Equation (13) shows the reason. At a blind time of \(\omega_\alpha\), the axis \(\mathbf n_\alpha\) has made complete turns about \(\mathbf n_\beta\) and coincides with itself. The two rotations in the trace then cancel for every \(T\). Halfway between blind times, at \(\omega_\beta\tau=(2n-1)\pi\), the amplitude reaches its maximum \(k/2\).

Three limits help in choosing \(\tau\).

**Near a blind time.** If \(\tau\) misses the value in (17) by a small \(\delta\), then \(1-\cos\omega_\beta\tau\simeq(\omega_\beta\delta)^2/2\), and the \(\omega_\alpha\) amplitude is \(k(\omega_\beta\delta)^2/8\). The line is weak over a range of \(\tau\), not just at one point.

**Short delay.** The same expansion about \(\tau=0\) gives \(k(\omega_\beta\tau)^2/8\) for the \(\omega_\alpha\) line and \(k(\omega_\alpha\tau)^2/8\) for the \(\omega_\beta\) line. Both disappear, because the nuclei have had no time to precess before the second pulse. These expressions still require the offset width multiplied by \(2\tau\) to be large. Otherwise the \(G^\dagger\) term is not averaged away and the lines are weaker still: for a Gaussian distribution of offsets with rms width \(\sigma\), by a factor close to \(1-e^{-2\sigma^2\tau^2}\).

**Weak coupling.** From (3), \(\omega_\alpha^2-\omega_\beta^2=2\omega_IA\). For \(\omega_I>0\) and \(|A|,|B|\ll\omega_I\), this gives \(\omega_\alpha-\omega_\beta\simeq A\). At the \(n\)th blind time of \(\omega_\alpha\), \(\omega_\alpha\tau\simeq2\pi n+2\pi nA/\omega_I\), so the amplitude of the other line is

\[
\frac k4(1-\cos\omega_\alpha\tau)\simeq\frac k8\left(\frac{2\pi nA}{\omega_I}\right)^2
\qquad (2\pi n|A|\ll\omega_I). \tag{18}
\]

Both lines are then nearly absent together. The factor \(2\pi\) in the condition matters: for \(n=1\) and small \(B\), the other line has about 3% of its maximum \(k/2\) at \(A/\omega_I=0.05\), but about 40% at \(A/\omega_I=0.2\). A single value of \(\tau\) can hide the nucleus altogether, and spectra at more than one \(\tau\) are needed before an absent line is read as an absent coupling.

## Several nuclei

Equations (6)–(11) did not assume a single nucleus. For \(N\) nuclei, \(h_\alpha\) is a sum of mutually commuting one-nucleus operators, because nuclear–nuclear couplings were neglected. The same holds for \(h_\beta\). Each propagator is therefore a tensor product, for example

\[
U_\alpha=\bigotimes_iU_{\alpha,i},\qquad R_\alpha=\bigotimes_iR_{\alpha,i}. \tag{19}
\]

Multiplying such operators multiplies the factors nucleus by nucleus, and the trace of a tensor product is the product of the traces. Each trace in (10) factorises, while (11) still adds the two manifolds:

\[
V(\tau,T)=\frac12\left[\prod_{i=1}^{N}V_i^\alpha+\prod_{i=1}^{N}V_i^\beta\right]. \tag{20}
\]

The order of operations has a physical origin. During \(T\) all nuclei see the same electron spin state. A signal contribution in which nucleus 1 precesses in \(\alpha\) and nucleus 2 in \(\beta\) does not exist. Multiplying complete single-nucleus echoes would introduce it. For two nuclei the resulting error follows by expansion:

\[
\begin{aligned}
&\tfrac12(V_1^\alpha V_2^\alpha+V_1^\beta V_2^\beta)-\tfrac14(V_1^\alpha+V_1^\beta)(V_2^\alpha+V_2^\beta)\\
&\quad=\tfrac14(V_1^\alpha-V_1^\beta)(V_2^\alpha-V_2^\beta).
\end{aligned}\tag{21}
\]

Each bracket on the right is proportional to its own \(k_i\), so the error is of order \(k_1k_2\). For shallow modulation the two rules agree to first order in the depths.

To find the lines, define \(d_i^\alpha=(k_i/2)(1-\cos\omega_{\beta i}\tau)\) and \(a_i=\omega_{\alpha i}(T+\tau)\). Then \(V_i^\alpha=1-d_i^\alpha+d_i^\alpha\cos a_i\), and

\[
\begin{aligned}
\tfrac12V_1^\alpha V_2^\alpha={}&\tfrac12(1-d_1^\alpha)(1-d_2^\alpha)\\
&+\tfrac12d_1^\alpha(1-d_2^\alpha)\cos a_1+\tfrac12d_2^\alpha(1-d_1^\alpha)\cos a_2\\
&+\tfrac14d_1^\alpha d_2^\alpha\left[\cos(a_1+a_2)+\cos(a_1-a_2)\right].
\end{aligned}\tag{22}
\]

The \(\beta\) product has the same form with \(\alpha\) and \(\beta\) exchanged. When the frequencies are distinct, three consequences can be read off.

First, combination lines join frequencies of the same manifold, such as \(\omega_{\alpha1}\pm\omega_{\alpha2}\), with amplitude \(d_1^\alpha d_2^\alpha/4\). Lines such as \(\omega_{\alpha1}\pm\omega_{\beta2}\) are absent.

Second, the \(\omega_{\alpha2}\) line is multiplied by \(1-d_1^\alpha\), a factor between \(1-k_1\) and 1. Unless \(d_1^\alpha=0\), nucleus 1 thus weakens this line, most strongly at \(\omega_{\beta1}\tau=(2n-1)\pi\), where the factor is \(1-k_1\). This cross-suppression is distinct from the blind times in (17), which involve the two frequencies of one nucleus.

Third, when \(\omega_{\beta1}\tau=2\pi n\), \(d_1^\alpha=0\). Nucleus 1 then drops out of the whole \(\alpha\) product: its line, its combination lines and its cross-suppression vanish together. It remains in the \(\beta\) product unless \(\omega_{\alpha1}\tau\) is also a multiple of \(2\pi\).

## The two-pulse limit

At \(T=0\) the second and third pulses merge into a \(\pi\) pulse, and the sequence becomes a two-pulse echo. A \(\pi\) pulse about \(x\) moves the \(\alpha\beta\) block \((i/2)G\) of (6) into the \(\beta\alpha\) position. After the second \(\tau\) its trace is \((i/2)\operatorname{tr}[U_\beta U_\alpha U_\beta^\dagger U_\alpha^\dagger]\), which corresponds to the full magnetisation along \(S_y\). Normalised to this full value, and evaluated with (14) at \(T=0\), the echo is

\[
V_{2}(\tau)=\prod_i\left[1-\frac{k_i}{2}(1-\cos\omega_{\alpha i}\tau)(1-\cos\omega_{\beta i}\tau)\right]. \tag{23}
\]

Equations (14) and (15) coincide at \(T=0\), so the sum in (20) reduces to one product. The simple product rule is therefore correct for the two-pulse echo. In that experiment \(\tau\) is varied, and the product of cosines in (23) produces \(\omega_\alpha\pm\omega_\beta\) even for one nucleus. In the three-pulse experiment at fixed \(\tau\), equation (16) contains neither combination.

## A worked pair of nuclei

Take model parameters \((\nu_I,A/2\pi,B/2\pi)=(15,6,8)\) MHz for nucleus 1 and \((3,2,2)\) MHz for nucleus 2. For nucleus 1, (3) and (4) give

\[
\begin{aligned}
\nu_{\alpha1}&=\sqrt{18^2+4^2}=18.44\ \mathrm{MHz},\\
\nu_{\beta1}&=\sqrt{12^2+4^2}=12.65\ \mathrm{MHz},\\
k_1&=\left(\frac{8\times15}{18.44\times12.65}\right)^2=0.265 .
\end{aligned}
\]

For nucleus 2 the same formulas give \(\nu_{\alpha2}=4.123\) MHz, \(\nu_{\beta2}=2.236\) MHz and \(k_2=0.424\).

The first blind time of \(\nu_{\alpha1}\) is \(1/\nu_{\beta1}=0.0791\) µs. With nucleus 1 alone, the simulated \(\nu_{\alpha1}\) amplitude there is zero, while the \(\nu_{\beta1}\) amplitude is 0.130, close to the maximum \(k_1/2=0.132\). The reason is that \(\nu_{\alpha1}\tau=18.44/12.65=1.46\), nearly a half-integer. At \(\tau=1/\nu_{\alpha1}=0.0542\) µs the roles are reversed: \(\nu_{\beta1}\) vanishes and \(\nu_{\alpha1}\) has amplitude 0.092.

With both nuclei present at \(\tau=0.0791\) µs, the \(\nu_{\alpha1}+\nu_{\alpha2}\) line vanishes along with \(\nu_{\alpha1}\), but \(\nu_{\beta1}+\nu_{\beta2}\) remains with amplitude 0.020. The \(\nu_{\beta1}\) amplitude falls from 0.130 to 0.090 through cross-suppression by nucleus 2.

At \(\tau=0.1\) µs, nucleus 1 alone has a \(\nu_{\alpha1}\) amplitude of 0.0724. By (16) this equals \(d_1^\alpha/2\), so nucleus 1 multiplies the \(\nu_{\alpha2}\) line by \(1-2(0.0724)=0.855\). The resulting \(\nu_{\alpha2}\) amplitude is 0.0756.

Now take \(T=1\) µs at the same \(\tau\). The manifold factors are \(V_1^\alpha=0.8255\), \(V_1^\beta=0.9916\), \(V_2^\alpha=0.6507\) and \(V_2^\beta=0.2281\). Equation (20) gives

\[
V=\tfrac12(0.8255\times0.6507+0.9916\times0.2281)=0.3817 .
\]

Multiplying the two single-nucleus echoes gives instead 0.3993. The difference, correct minus incorrect, agrees with (21), evaluated here with one more digit in each factor:

\[
\tfrac14(0.82547-0.99164)(0.65074-0.22814)=-0.0176 .
\]

The incorrect echo is 4.6% too large relative to the correct one. The error is also visible in the spectrum: the incorrect rule creates a \(\nu_{\alpha1}+\nu_{\beta2}\) line of amplitude 0.0071, larger than the genuine \(\nu_{\alpha1}+\nu_{\alpha2}\) line at 0.0064.

The numerical output below compares (20) with density-matrix propagation over a Gaussian spread of offsets, for one, two and three nuclei. The largest difference in the normalised echo is about \(4\times10^{-15}\). This tests the derivation within the model (1) with ideal pulses; it does not test those assumptions.

## Where the formulas must be changed

For nuclear spins above \(1/2\), the factorisation leading to (20) still holds if the nuclei are mutually uncoupled and the Hamiltonian conserves \(S_z\). The one-nucleus traces must then be computed from (10), because (14) and (15) used spin-\(1/2\) rotations. With a quadrupole interaction these traces can be complex; the \(S_y\) echo is then the real part of (20), taken after the products are formed. Coupling between nuclei removes the tensor-product form (19), and the trace must be taken over the coupled group as a whole.

Pulses that are not short compared with the inverse hyperfine and nuclear frequencies cannot be represented by \(P\) alone. Relaxation, absent here, would damp the signal.

In a disordered solid, \(A_i\) and \(B_i\) depend on molecular orientation. Equation (20) applies at each orientation, and the average is taken after the products are formed, since the couplings of different nuclei vary together. The blind times then vary with orientation too, so one value of \(\tau\) need not suppress a broadened line across its whole width.

## Values computed for the example and the checks

```
nucleus 1: nu_I, A, B = 15.0, 6.0, 8.0 MHz
nucleus 1: nu_alpha = 18.4391 MHz, nu_beta = 12.6491 MHz
nucleus 1: depth k = 0.26471, axis angle has |sin| = 0.51450
nucleus 2: nu_I, A, B = 3.0, 2.0, 2.0 MHz
nucleus 2: nu_alpha = 4.1231 MHz, nu_beta = 2.2361 MHz
nucleus 2: depth k = 0.42353, axis angle has |sin| = 0.65079
first blind time of nu_alpha1 (1/nu_beta1) = 0.07906 us
first blind time of nu_beta1 (1/nu_alpha1) = 0.05423 us
largest possible amplitude of either line, k1/2 = 0.13235
nucleus 1 alone, tau = 1/nu_beta1: simulated amplitude nu_alpha1 0.00000, nu_beta1 0.13003
nucleus 1 alone, tau = 1/nu_alpha1: simulated amplitude nu_alpha1 0.09208, nu_beta1 0.00000
nucleus 1 alone, tau = 0.1 us: simulated amplitude nu_alpha1 0.07237, nu_beta1 0.02936
nucleus 1 alone, tau = 0.1 us: |amplitude| at nu_alpha1+nu_beta1 0.00000
both nuclei, tau = 1/nu_beta1: nu_alpha1 0.00000, nu_alpha2 0.05887
both nuclei, tau = 1/nu_beta1: nu_beta1 0.08985, nu_beta2 0.11433
both nuclei, tau = 1/nu_beta1: nu_alpha1+nu_alpha2 0.00000, nu_beta1+nu_beta2 0.02009
both nuclei, tau = 1/nu_beta1: largest cross-manifold line 0.00000
both nuclei, tau = 0.1 us: nu_alpha1 0.05957, nu_alpha2 0.07561
both nuclei, tau = 0.1 us: nu_beta1 0.01784, nu_beta2 0.18458
both nuclei, tau = 0.1 us: nu_alpha1+nu_alpha2 0.00640, nu_beta1+nu_beta2 0.00576
both nuclei, tau = 0.1 us: largest cross-manifold line 0.00000
cross-suppression factor of nu_alpha2 by nucleus 1, tau = 0.1 us: 0.85527
false nu_alpha1+nu_beta2 line of the incorrect rule, tau = 0.1 us: 0.00710
echo example: tau = 0.1 us, T = 1.0 us
nucleus 1 factors: V_alpha = 0.82547, V_beta = 0.99164
nucleus 2 factors: V_alpha = 0.65074, V_beta = 0.22814
manifold products: alpha = 0.53717, beta = 0.22623
echo from sum of two products = 0.38170
echo from full simulation = 0.38170
incorrect product of single-nucleus echoes = 0.39926
correct minus incorrect = -0.01756
two-pulse echo of both nuclei at tau = 0.1 us = 0.62937
largest formula-simulation difference, 1 to 3 nuclei = 3.6e-15
```
